# From the Sauerbrey Relation to the Tangent Law for Thick Deposits

## 1. The question

A quartz crystal in a deposition chamber vibrates in thickness shear, its two faces sliding parallel to themselves in opposite directions. Material that settles on one face lowers the resonance frequency. For a thin deposit the drop is proportional to the added mass per area, which is the Sauerbrey relation. Suppose now that a 6 MHz crystal has collected iron until it resonates at 5.4 MHz. How much iron does it carry, and what does it report when one further atomic-layer-deposition cycle adds a little more?

After a shift of ten per cent the deposit is no longer a small perturbation. We treat it as a second elastic plate, joined to the first, and let the calculation show how much its elasticity matters.

## 2. Model and conventions

The quartz fills $0<x<h_q$ and the film $h_q<x<h_q+h_f$. The displacement is parallel to the faces and depends on $x$ alone: $u(x)\cos\omega t$, with $\omega=2\pi f$. Both materials are linear and lossless, the film is uniform and perfectly bonded, and the outer faces are free of stress. The deposit is "rigid" in the sense that it is elastic without loss; its shear modulus is finite. Piezoelectric coupling is left out until Section 8.

With density $\rho$ and shear modulus $\mu$, each material has a shear velocity $v=\sqrt{\mu/\rho}$ and an acoustic impedance
$$Z_i=\sqrt{\rho_i\mu_i}=\rho_i v_i ,\qquad i=q,f .$$
The areal mass of the film is $m=\rho_f h_f$. Three dimensionless quantities carry the argument:
$$\delta=\frac{f_q-f}{f_q},\qquad M=\frac{m}{\rho_q h_q},\qquad Z=\frac{Z_q}{Z_f},$$
where $f_q$ is the bare frequency and $f$ the loaded one. A stiff, dense film has $Z<1$.

## 3. The tangent equation

In each layer $\mu u''+\rho\omega^2u=0$, so $u$ is sinusoidal with wavenumber $k=\omega/v$. The shear stress is $\mu u'$, and it must vanish at $x=0$ and at $x=h_q+h_f$. This selects
$$u_q=A\cos k_qx,\qquad u_f=B\cos k_f(h_q+h_f-x).$$

Write $\varphi=k_qh_q$ and $\theta=k_fh_f$ for the phases across the layers. Since $\mu k=\omega\mu/v=\omega\sqrt{\rho\mu}$, the stress amplitude in each layer is $\omega$ times its impedance times the displacement amplitude. Continuity of displacement and of stress at $x=h_q$ gives
$$A\cos\varphi=B\cos\theta,\qquad -Z_qA\sin\varphi=Z_fB\sin\theta. \tag{1}$$
The signs differ because the argument of $u_f$ decreases with $x$. Dividing the second equation by the first,
$$Z_q\tan\varphi+Z_f\tan\theta=0. \tag{2}$$
This is what impedance matching means here: stress and displacement agree at the interface. The two impedances need not be equal.

The phases are now expressed through measurable quantities. For the bare plate, zero stress at $x=h_q$ requires $\sin k_qh_q=0$. The lowest vibration has $k_qh_q=\pi$, so $f_q=v_q/2h_q$ and
$$\varphi=\frac{2\pi f h_q}{v_q}=\frac{\pi f}{f_q}=\pi(1-\delta),\qquad \tan\varphi=-\tan\pi\delta .$$
For the film,
$$\theta=\frac{\omega h_f}{v_f}=\frac{\omega\rho_fh_f}{\rho_fv_f}=\frac{2\pi f m}{Z_f}.$$
Density and thickness therefore enter through $m$ and $Z_f$ alone. Also $\rho_qh_q=\rho_qv_q/2f_q=Z_q/2f_q$, so $m=MZ_q/2f_q$ and
$$\theta=\pi Z(1-\delta)M .$$
Inserting both phases in (2) and dividing by $Z_f$ gives
$$\tan[\pi Z(1-\delta)M]=Z\tan\pi\delta. \tag{3}$$
As $M\to0$ the film phase tends to zero, so for $\delta<1/2$ the principal arctangent applies:
$$\boxed{M=\frac{\arctan(Z\tan\pi\delta)}{\pi Z(1-\delta)}} \tag{4}$$

**The branch.** The displacement node in the quartz lies where $k_qx=\pi/2$, that is at $x=h_q/[2(1-\delta)]$. It moves from the middle of the plate towards the film and reaches the interface at $\delta=1/2$. There $\cos\varphi=0$, and (1) then requires $\cos\theta=0$. Hence $\theta=\pi/2$ and $M=1/Z$. For a larger load, $\pi$ is added to the arctangent, which keeps $\theta$ continuous.

## 4. How the linear law emerges, and what corrects it

Put $t=\pi\delta$ and expand for small $t$ at fixed $Z$:
$$Z\tan t=Zt+\tfrac13Zt^3+\dots$$
With $\arctan y=y-y^3/3+\dots$,
$$\arctan(Z\tan t)=Zt+\tfrac13Z(1-Z^2)t^3+\dots$$
Division by $\pi Z$ gives
$$(1-\delta)M=\delta+\tfrac{\pi^2}{3}(1-Z^2)\delta^3+\dots$$
Multiplication by $1/(1-\delta)=1+\delta+\delta^2+\dots$ yields
$$M=\delta+\delta^2+\left[1+\tfrac{\pi^2}{3}(1-Z^2)\right]\delta^3+O(\delta^4). \tag{5}$$

The first term is Sauerbrey's law. In dimensional form, $m=\rho_qh_q\,\delta$ and $\rho_qh_q=Z_q/2f_q$ give
$$f_q-f=\frac{2f_q^2}{Z_q}\,m .$$

The term $\delta^2$ contains no film impedance. It arises because the film phase is proportional to $fm$, not to $f_qm$: as the frequency falls, a given mass produces less phase. The elastic properties of the film first appear at third order.

To predict the shift from a known load, set $\delta=M+bM^2+cM^3$ in (5). At order $M^2$, $b+1=0$. At order $M^3$, the contribution of $\delta^2$ is $2b=-2$, so
$$c-2+1+\tfrac{\pi^2}{3}(1-Z^2)=0,$$
and therefore
$$\delta=M-M^2+\left[1-\tfrac{\pi^2}{3}(1-Z^2)\right]M^3+\dots$$

For a stiff film the linear law reads low. For a soft one, with $Z$ large enough, the cubic term in (5) is negative and can outweigh $\delta^2$, so that the linear law reads high over a middle range of load (for $Z=3$, roughly $0.06<M<0.7$). At the smallest loads $\delta^2$ wins and the linear law reads low for every $Z$.

## 5. Two special films

**Equal impedances, $Z=1$.** Equation (3) becomes $(1-\delta)M=\delta$ on the fundamental branch, so
$$M=\frac{\delta}{1-\delta}=\frac{f_q}{f}-1,\qquad m=\frac{Z_q}{2}\left(\frac1f-\frac1{f_q}\right).$$
The mass is linear in the period of oscillation. No wave is reflected at the interface, and the phases simply add: $\varphi+\theta=\pi$.

**An infinitely stiff film, $Z\to0$ at fixed $M$.** Since $\arctan(Zy)/Z\to y$,
$$M=\frac{\tan\pi\delta}{\pi(1-\delta)} . \tag{6}$$
The film moves as one piece, and a tangent survives although the film has no internal wave. It describes the standing wave in the quartz. As $M\to\infty$, $\delta\to1/2$: an enormous mass holds its face still, and the quartz becomes a quarter-wave resonator.

The ratio of (6) to (4) at the same $\delta<1/2$ is $Z\tan(\pi\delta)/\theta$. By (3) the numerator is $\tan\theta$, so
$$\frac{M_{\text{point mass}}}{M}=\frac{\tan\theta}{\theta}\approx1+\frac{\theta^2}{3}. \tag{7}$$
The film phase thus measures how much the film's own elasticity matters.

## 6. Adding a thin layer to a coated crystal

A deposition cycle is read from a small further change of frequency, which calls for the slope of (4). Let $\theta=\arctan(Z\tan\pi\delta)$. Then
$$\frac{d\theta}{d\delta}=\frac{\pi Z\sec^2\pi\delta}{1+Z^2\tan^2\pi\delta}=\frac{\pi Z}{\cos^2\pi\delta+Z^2\sin^2\pi\delta}.$$
Differentiating $M=\theta/[\pi Z(1-\delta)]$ by the product rule,
$$\frac{dM}{d\delta}=\frac{1}{1-\delta}\left[M+\frac{1}{\cos^2\pi\delta+Z^2\sin^2\pi\delta}\right]. \tag{8}$$
This is positive, also on the continued branch, so the frequency falls steadily as the film grows.

Equation (8) assumes that the new layer is the same material as the film. An energy argument removes this restriction. Rayleigh's quotient is
$$\omega^2=\frac{\int\mu u'^2dx}{\int\rho u^2dx}.$$
It is stationary at the true mode, so a first-order error in $u$ alters $\omega^2$ at second order. Extend the old mode into a new layer of areal mass $dm$ with the constant value $u_s$, the amplitude at the free surface. The numerator is unchanged and the denominator gains $u_s^2dm$. Hence
$$\frac{2\,df}{f}=-\frac{u_s^2\,dm}{\int\rho u^2dx}.$$
With $df=-f_q\,d\delta$, $dm=\rho_qh_q\,dM$ and $f=f_q(1-\delta)$,
$$\frac{dM}{d\delta}=\frac{2\int\rho u^2dx}{(1-\delta)\rho_qh_qu_s^2}. \tag{9}$$
The stiffness of the new layer is absent at first order, because the layer sits where the stress vanishes.

To see that (9) equals (8), integrate the squared cosines and use $\rho/k=Z_i/\omega$ in each material:
$$2\int\rho u^2dx=\rho_qh_qA^2+mB^2+\frac{Z_qA^2\sin2\varphi+Z_fB^2\sin2\theta}{2\omega}.$$
The last numerator is
$$2\left[(A\cos\varphi)(Z_qA\sin\varphi)+(B\cos\theta)(Z_fB\sin\theta)\right].$$
By (1) the first factors are equal and the second factors are opposite, so it vanishes. Since $u_s=B$, (9) becomes
$$\frac{dM}{d\delta}=\frac{M+A^2/B^2}{1-\delta}.$$
Equations (1) also give $(A/B)\cos\varphi=\cos\theta$ and $Z(A/B)\sin\varphi=-\sin\theta$. Squaring and adding,
$$\frac{A^2}{B^2}=\frac1{\cos^2\varphi+Z^2\sin^2\varphi},$$
which is the second term of (8), because $\cos^2\varphi=\cos^2\pi\delta$ and $\sin^2\varphi=\sin^2\pi\delta$.

For small shifts, (5) gives $\delta/M\approx1-\delta$ for the accumulated film, but $d\delta/dM\approx1-2\delta$ for the next layer. The relative error of the linear law is twice as large for the layer as for the whole film.

## 7. Iron on a 6 MHz crystal

Rough material values are used: for quartz $\rho_q=2648$ kg/m³ and $\mu_q=29.47$ GPa; for polycrystalline iron $\rho_f=7870$ kg/m³ and $\mu_f=82$ GPa. The impedances are $8.834\times10^6$ and $25.40\times10^6$ kg m⁻² s⁻¹, so $Z=0.3477$. The plate is 278 µm thick and has an areal mass of 73.6 mg/cm².

The measured shift is $\delta=(6.0-5.4)/6.0=0.1$. From (3) and (4),
$$\theta=\arctan(0.3477\tan0.3142)=0.1125,$$
$$M=\frac{0.1125}{\pi\times0.3477\times0.9}=0.1144 .$$
The areal mass is $0.1144\times73.6=8.42$ mg/cm², or 10.7 µm of iron. The simpler laws compare as follows at the same shift.

| Law | mg/cm² | µm |
|---|---|---|
| linear | 7.36 | 9.35 |
| period ($Z=1$) | 8.18 | 10.39 |
| tangent | 8.42 | 10.70 |
| point mass ($Z\to0$) | 8.46 | 10.75 |

Relative to the tangent law, the linear law is 12.6% low and the period law 2.9% low. Iron lies close to the point-mass limit, as (7) predicts: $\theta^2/3=0.004$, and the two masses differ by 0.4%. The gap between the period and point-mass laws is the factor $\tan(\pi\delta)/\pi\delta=1.034$. This is (7) for $Z=1$, where $\theta=\pi\delta$: the period law assumes a film with a larger phase, and so a larger elastic correction, than iron has. The series (5) through $\delta^3$ gives $M=0.1139$, about 0.5% low.

Let one cycle add 50 ng/cm². On a fresh crystal the linear law gives a drop of
$$6\times10^6\ \text{Hz}\times\frac{50\ \text{ng/cm}^2}{7.36\times10^7\ \text{ng/cm}^2}=4.08\ \text{Hz}.$$
On the coated crystal (8) gives $dM/d\delta=1.340$, and the drop is $4.08/1.340=3.04$ Hz. An instrument that still applies the linear law with the constant of the fresh 6 MHz crystal reports $50/1.340=37.3$ ng/cm², a quarter too little, although the cycle was unchanged. If the constant $2f^2/Z_q$ is instead evaluated at the current 5.4 MHz, the reading is $37.3/0.9^2=46.1$ ng/cm², about 8% too little. The errors tabulated below refer to the constant of the fresh crystal.

For iron films the errors of the linear law, relative to the tangent law, grow as follows.

| Shift | Whole film | Next thin layer |
|---|---|---|
| 1% | −1.0% | −2.1% |
| 5% | −5.7% | −11.6% |
| 10% | −12.6% | −25.4% |
| 20% | −29.4% | −53.5% |

**Independent tests.** The layered plate was also solved as a finite-element eigenvalue problem, which uses the wave equation and not (2). The impedance ratios were 0.35, 0.7, 1 and 2; the loads were 0.03, 0.12, 0.4 and $1.5/Z$, the last beyond the branch change; the film densities were 0.8 and 3 times that of quartz. Formula (4), continued where needed, recovered every load with a relative error of at most $1.3\times10^{-10}$. Two thin top layers with $M=10^{-4}$, one with $Z=0.35$ and one with $Z=3$, were then placed on the iron film. Both frequency steps agreed with (8) to within 0.1%. At $M=0.09$ the linear law read low for $Z=0.35$ and high for $Z=3$.

## 8. What a real crystal adds

Monitor crystals commonly work near 5 or 6 MHz, and a ten per cent shift belongs to a heavily used one. An iron film of 10.7 µm is far thicker than a usual atomic-layer-deposited film: at 50 ng/cm² per cycle it would take about 170 000 cycles. Such a coating is more naturally the legacy of evaporation or sputtering. The cycle mass itself is of a realistic order.

The assumptions of Section 2 fail by the following amounts for this film. Each effect is taken separately, and percentages are relative to the film mass.

- **Texture.** Iron crystals are elastically anisotropic. Shear moduli of 48 and 116 GPa, rough extremes, change the inferred mass by −0.3% and +0.1%. The effect is small because $\theta$ is small.
- **Piezoelectricity.** With shorted electrodes and a rough coupling $k^2=0.0077$, the bare frequency is 0.3% lower. If the measured bare frequency is used both for $\delta$ and for the quartz areal mass, (4) reads 0.5% high.
- **Electrodes.** Two electrodes of 0.3 µm, modelled as iron and present in the bare measurement, make the same procedure read 0.3% low. Gold electrodes of the same thickness, about 2.5 times as heavy, make it read about 0.6% low.
- **Loss.** A film loss tangent of 0.01 moves the resonance by 0.2 Hz and contributes 22 Hz to its half bandwidth.
- **Stress.** The relative frequency shift is estimated as a coefficient times the film stress times $h_f/h_q$. A film stress of 0.3 GPa with a rough coefficient of $3\times10^{-11}$ Pa⁻¹ then shifts the frequency by about 2 kHz, or 0.4% of the mass. The sign is not determined by this estimate.
- **Temperature.** A cubic frequency law with a rough coefficient of $10^{-10}$ K⁻³, taken 100 K from its flat point, gives a relative shift of $10^{-4}$, which is 600 Hz at 6 MHz, or 0.1% of the mass, if the bare frequency was recorded at the flat point.

For the total mass, each of these is much smaller than the 12.6% error of the linear law. For a single cycle, however, temperature can matter more than the error of the linear law. At 5.4 MHz the same cubic law has a slope of 16 Hz/K at this offset, so a drift of 0.19 K imitates the whole 3.04 Hz step. This is the curve of a bare crystal, and its slope grows as the square of the offset. On a coated crystal the film stress also changes with temperature: with the stress coefficient above, a biaxial modulus near 300 GPa and an expansion mismatch of 1 to $2\times10^{-6}$ K⁻¹, this adds roughly 2 to 4 Hz/K, even at the flat point of the bare curve. Correcting the sensitivity by (8) is useful when the temperature is steady to well below that, or when its effect is measured and subtracted.

The model also assumes that only one face is coated. Atomic layer deposition is conformal and reaches the back face too, unless that face is sealed or purged. The back face moves with amplitude $A$, so by the energy argument of Section 6 a thin layer there lowers the frequency $A^2/B^2=1.09$ times as much as the same layer on the film. If the cycle above coated both faces equally, the drop would be $3.04\times(1+1.09)=6.4$ Hz instead of 3.0 Hz. Equation (8) alone therefore applies only if the back is protected; otherwise the deposit there must be counted as well.

Some failures lie outside the one-dimensional model and are not sized here: partial coverage of the vibrating area, lateral variation of the amplitude, roughness and poor adhesion. For a strongly lossy film, such as a soft polymer, $Z_f$ becomes complex. If its value is unknown, the frequency alone does not fix the mass. Even if it is known, the frequency drop can rise and then fall as the film thickens, so that one frequency may belong to several masses. The bandwidth should then be measured too. The numerical output below gives the remaining intermediate values.

## Table of computed values

```
INPUTS (material values rough)
quartz density 2648 kg/m3, shear modulus 29.47 GPa
iron density 7870 kg/m3, shear modulus 82.0 GPa
bare frequency 6.000 MHz, loaded 5.400 MHz
relative shift d = 0.1000
quartz impedance 8.834e6 kg/(m2 s)
iron impedance 25.404e6 kg/(m2 s)
impedance ratio Z = 0.3477
quartz thickness 278.00 um
quartz areal mass 73.615 mg/cm2
RESULTS
film phase 0.11251 rad
load M: tangent law 0.11443, linear law 0.10000
linear law: 7.3615 mg/cm2, iron thickness 9.354 um
period law: 8.1795 mg/cm2, iron thickness 10.393 um
tangent law: 8.4239 mg/cm2, iron thickness 10.704 um
point-mass limit: 8.4596 mg/cm2, iron thickness 10.749 um
load M from series through d^3: 0.11389
linear law error in mass -12.61 %
period law error in mass -2.90 %
finite-element frequency for this film 5.400000 MHz
largest relative load error in test set 1.3e-10
TABLE for iron: shift %, M, errors % of linear, period law,
  and of linear law for one added thin layer
     1 0.01010   -1.03   -0.03   -2.07
     2 0.02043   -2.11   -0.12   -4.29
     5 0.05302   -5.69   -0.72  -11.63
    10 0.11443  -12.61   -2.90  -25.38
    20 0.28316  -29.37  -11.71  -53.47
ONE DEPOSITION CYCLE
mass added 50.0 ng/cm2
slope dM/dd 1.3401; from mode energy 1.3401
frequency drop: fresh 4.075 Hz, coated 3.041 Hz
linear law reports 37.31 ng/cm2
NEGLECTED EFFECTS (relative to film mass)
texture, 48 GPa: -0.297 %; 116 GPa: 0.124 %
piezoelectric coupling k2 = 0.0077: 0.524 %
bare frequency lowered by coupling 0.313 %
two 0.3 um iron electrodes: -0.2604 %
film loss tangent 0.01: frequency change 0.216 Hz
  half bandwidth from film loss 21.6 Hz
stress coefficient 3.0e-11 1/Pa, stress 0.3 GPa
  stress: 2079 Hz, 0.41 % of mass
temperature coefficient 1.0e-10 1/K3, offset 100 K
  temperature: 600 Hz, 0.12 % of mass
  drift at this offset 16.2 Hz/K; one cycle equals 0.188 K
```
